# Why equal grain-boundary energies need not give 120° triple junctions: test program

```python
"""Result under test: a triple junction with three equal boundary energies has
120 degree angles if and only if its three torques are equal.
phi   : direction in which a boundary leaves the junction (radians)
gamma : boundary energy per area, in units of gamma0
q     : torque d(gamma)/d(phi) at the reference direction, units of gamma0
theta : angle between neighbouring boundaries, numbered anticlockwise
Balance: sum(gamma*t + gamma'*n) = 0, t = (cos phi, sin phi), n = dt/dphi.
Lengths inside the tests are in units of the boundary length.
"""
import numpy as np
from scipy.optimize import minimize, fsolve
from scipy.constants import k as k_boltzmann, e as e_charge

deg = np.degrees
third = 2*np.pi/3
dirs120 = np.array([0.0, third, 2*third])


def gamma(phi, q, ref):
    return 1 + 0.5*q*np.sin(2*(phi - ref))


def unit(phi):
    return np.column_stack((np.cos(phi), np.sin(phi)))


def energy(x, ends, q, ref):
    r = ends - x
    phi = np.arctan2(r[:, 1], r[:, 0])
    return np.sum(gamma(phi, q, ref)*np.hypot(r[:, 0], r[:, 1]))


def relax(ends, q, ref, start=(0.08, -0.05)):
    res = minimize(energy, start, args=(ends, q, ref), method="BFGS",
                   jac="3-point", options={"gtol": 1e-9})
    return res.x


def gradient(x, ends, q, ref, h=1e-5):
    return np.array([(energy(x + h*u, ends, q, ref)
                      - energy(x - h*u, ends, q, ref))/(2*h)
                     for u in np.eye(2)])


def hessian(x, ends, q, ref, h=1e-3):
    return np.array([(gradient(x + h*u, ends, q, ref)
                      - gradient(x - h*u, ends, q, ref))/(2*h)
                     for u in np.eye(2)])


def equal_energy_angles(q):
    """theta12, theta23, theta31 for equal energies and torques q."""
    g = np.sqrt(1 + np.asarray(q)**2)
    a = np.arctan(q)
    out = []
    for i, j, m in ((0, 1, 2), (1, 2, 0), (2, 0, 1)):
        c = (g[m]**2 - g[i]**2 - g[j]**2)/(2*g[i]*g[j])
        out.append(np.arccos(c) + a[i] - a[j])
    return np.array(out)


def directions(theta):
    return np.array([0.0, theta[0], theta[0] + theta[1]])


# Angle formula against direct minimization with unequal boundary lengths.
lengths = np.array([1.0, 0.7, 1.4])[:, None]
for q_test in ([0.2, 0, 0], [0.25, -0.15, 0.1], [0.2, 0.2, 0.2], [0, 0, 0]):
    q_test = np.array(q_test, float)
    th = equal_energy_angles(q_test)
    assert abs(th.sum() - 2*np.pi) < 1e-12
    ref = directions(th)
    x = relax(lengths*unit(ref), q_test, ref)
    assert np.linalg.norm(x) < 1e-6

# Equal nonzero torques: junction of 120 degrees is the energy minimum.
x = relax(lengths*unit(dirs120), np.full(3, 0.2), dirs120)
assert np.linalg.norm(x) < 1e-6

# Force left over at 120 degrees, from finite differences of the energy.
for q_test in ([0.2, 0, 0], [0.25, -0.15, 0.1], [0.2, 0.2, 0.2]):
    a, b, c = q_test
    force = np.linalg.norm(gradient(np.zeros(2), lengths*unit(dirs120),
                                    np.array(q_test), dirs120))
    formula = np.sqrt(((a-b)**2 + (b-c)**2 + (c-a)**2)/2)
    assert abs(force - formula) < 1e-7

# First-order law; the remainder is of second order in the torques.
q_small = np.array([0.03, -0.02, 0.01])
linear = third + q_small - np.roll(q_small, -1)
assert np.max(np.abs(equal_energy_angles(q_small) - linear)) < 1e-3

# Case A: equal energies at equilibrium, torque on boundary 1 only.
q1 = 0.2
q = np.array([q1, 0.0, 0.0])
theta = equal_energy_angles(q)
ref = directions(theta)
ends = unit(ref)

# The same junction with boundaries that are free to bend.
n_inner = 4


def network_energy(v):
    x, total = v[:2], 0.0
    d = v[2:].reshape(3, n_inner)
    frac = np.arange(n_inner + 2)[:, None]/(n_inner + 1)
    for i in range(3):
        chord = ends[i] - x
        normal = np.array([-chord[1], chord[0]])/np.hypot(*chord)
        side = np.concatenate(([0.0], d[i], [0.0]))[:, None]
        seg = np.diff(x + frac*chord + side*normal, axis=0)
        phi = np.arctan2(seg[:, 1], seg[:, 0])
        total += np.sum(gamma(phi, q[i], ref[i])
                        * np.hypot(seg[:, 0], seg[:, 1]))
    return total


rng = np.random.default_rng(3)
bent = minimize(network_energy, 0.03*rng.standard_normal(2 + 3*n_inner),
                method="BFGS", jac="3-point", options={"gtol": 1e-8})
assert np.max(np.abs(bent.x)) < 1e-5

# Energies wrongly inferred from the angles by the sine law.
apparent = np.sin(np.array([theta[1], theta[2], theta[0]]))
assert np.linalg.norm(apparent @ unit(ref)) < 1e-12

# Case B: energies equal at a 120 degree start, then junction released.
ends_b = unit(dirs120)
x_b = relax(ends_b, q, dirs120)
r_b = ends_b - x_b
phi_b = np.arctan2(r_b[:, 1], r_b[:, 0])
theta_b = np.mod(np.roll(phi_b, -1) - phi_b, 2*np.pi)
gam_b = gamma(phi_b, q, dirs120)
h = 1e-5
tau_b = (gamma(phi_b + h, q, dirs120) - gamma(phi_b - h, q, dirs120))/(2*h)
normal_b = np.column_stack((-np.sin(phi_b), np.cos(phi_b)))
assert np.linalg.norm(gam_b @ unit(phi_b) + tau_b @ normal_b) < 1e-6
drop_b = energy(np.zeros(2), ends_b, q, dirs120) \
    - energy(x_b, ends_b, q, dirs120)
assert drop_b > 0

# Hessian: stiffness gamma + gamma'' divided by length, across each boundary.
stiff_b = 1 - 1.5*q*np.sin(2*(phi_b - dirs120))
len_b = np.hypot(r_b[:, 0], r_b[:, 1])
hess_formula = np.einsum("i,ij,ik->jk", stiff_b/len_b, normal_b, normal_b)
hess_b = hessian(x_b, ends_b, q, dirs120)
assert np.max(np.abs(hess_b - hess_formula)) < 1e-4

# A driving pressure turns a boundary by pressure*length/stiffness.
n_seg, p_test, tilt = 20, 0.1, 0.6


def segment_angles(y):
    return np.arctan(np.diff(np.concatenate(([0.0], y, [0.0])))*n_seg)


def pressed_energy(y):
    a = segment_angles(y)
    line = np.sum(gamma(tilt + a, q1, 0.0)/np.cos(a))/n_seg
    return line - p_test*np.sum(y)/n_seg


pressed = minimize(pressed_energy, np.zeros(n_seg - 1), method="BFGS",
                   jac="3-point", options={"gtol": 1e-8})
ang = segment_angles(pressed.x)
turn = (ang[0] - ang[-1])*n_seg/(n_seg - 1)
turn_formula = p_test/(1 - 1.5*q1*np.sin(2*tilt))
assert abs(turn/turn_formula - 1) < 0.02  # finite slope and segment size

# Rough values for a columnar alumina scale, and the neglected effects.
gamma0 = 1.0             # J/m^2
length = 250e-9          # m
thickness = 2000e-9      # m
temperature = 1400.0     # K
stress = 0.3e9           # Pa
young = 350e9            # Pa
aniso = 0.2              # fraction of elastic energy differing across boundary
line_energy = 1e-9       # J/m
line_radius = 1e-6       # m
drag = 0.02              # assumed drag force / gamma0
curve_radius = 1000e-9   # m
trace = 20e-9            # m


def largest_shift(force):
    """Largest angle change when a force (units gamma0) acts on case A."""
    worst = 0.0
    for w in np.linspace(0, 2*np.pi, 73):
        f = force*np.array([np.cos(w), np.sin(w)])

        def residual(p):
            return np.array([1.0, q1]) + unit(np.asarray(p)).sum(axis=0) - f
        p = fsolve(residual, ref[1:], xtol=1e-12)
        assert np.linalg.norm(residual(p)) < 1e-9
        new = np.array([p[0], p[1] - p[0], 2*np.pi - p[1]])
        worst = max(worst, np.max(np.abs(new - theta)))
    return worst


drag_shift = largest_shift(drag)
line_shift = largest_shift(line_energy/line_radius/gamma0)
pressure = aniso*stress**2/(2*young)
pressure_turn = pressure*length/gamma0
k_soft = np.linalg.eigvalsh(hessian(np.zeros(2), ends, q, ref))[0]
rms = np.sqrt(k_boltzmann*temperature/(k_soft*gamma0/length*thickness))


def trace_error(s):
    a = s/curve_radius
    return np.arctan2(1 - np.cos(a), np.sin(a))


assert abs(trace_error(trace) - trace/(2*curve_radius)) < 1e-12
others = [drag_shift, line_shift, pressure_turn, rms/length,
          2*trace_error(trace)]
assert max(others) < 0.5*np.max(np.abs(theta - third))

print("INPUTS (rough or assumed)")
print(f"boundary energy gamma0 = {gamma0:.2f} J/m^2")
print(f"  the same = {gamma0/e_charge*1e-18:.2f} eV/nm^2")
print(f"torque ratio q of boundary 1 = {q1:.2f}")
print(f"torque of boundary 1 = {q1*gamma0:.2f} J/m^2 per rad")
print(f"boundary length = {length*1e9:.0f} nm")
print(f"scale thickness = {thickness*1e9:.0f} nm")
print(f"temperature = {temperature:.0f} K")
print("CASE A: equal energies at equilibrium")
print(f"capillary vector 1: length = {np.hypot(1, q1):.4f} gamma0")
print(f"capillary vector 1: turned by {deg(np.arctan(q1)):.2f} deg")
big = theta - np.arctan(q) + np.arctan(np.roll(q, -1))
for name, b, t in zip(("12", "23", "31"), big, theta):
    print(f"Theta{name} = {deg(b):.2f} deg, theta{name} = {deg(t):.2f} deg")
lin = third + q - np.roll(q, -1)
print("first-order theta12, 23, 31 =",
      " ".join(f"{deg(t):.2f}" for t in lin), "deg")
print(f"apparent gamma1/gamma3 = {apparent[0]/apparent[2]:.3f}")
print(f"apparent gamma2/gamma3 = {apparent[1]/apparent[2]:.3f}")
print("CASE B: equal energies at 120 deg, then released")
f0 = -gradient(np.zeros(2), ends_b, q, dirs120)
print(f"starting force x, y = {f0[0]+0.0:.3f}, {f0[1]:.3f} J/m^2")
print(f"junction shift x = {x_b[0]*length*1e9:.2f} nm")
print(f"junction shift y = {x_b[1]*length*1e9:.2f} nm")
print(f"final direction of boundary 1 = {deg(phi_b[0]):.2f} deg")
print(f"final gamma1 = {gam_b[0]*gamma0:.4f} J/m^2")
print(f"final torque 1 = {tau_b[0]*gamma0:.4f} J/m^2 per rad")
print("final theta12, 23, 31 =",
      " ".join(f"{deg(t):.2f}" for t in theta_b), "deg")
print(f"energy released = {drop_b*gamma0*length*1e9:.2f} nJ/m of line")
print("ANGLES FOR OTHER TORQUES (equal energies)")
for qq in (0.05, 0.10, 0.30):
    t = deg(equal_energy_angles(np.array([qq, 0, 0])))
    print(f"q={qq:.2f}: theta12, 23, 31 = "
          f"{t[0]:.2f} {t[1]:.2f} {t[2]:.2f} deg")
t = deg(equal_energy_angles(np.full(3, 0.2)))
print(f"all q=0.20: {t[0]:.2f} {t[1]:.2f} {t[2]:.2f} deg")
print("NEGLECTED EFFECTS (rough inputs, angle changes)")
print(f"drag of {drag:.2f} gamma0: {deg(drag_shift):.2f} deg")
print(f"line energy {line_energy*1e9:.1f} nJ/m, "
      f"radius {line_radius*1e9:.0f} nm: {deg(line_shift):.3f} deg")
print(f"stress = {stress/1e9:.1f} GPa, Young modulus = {young/1e9:.0f} GPa")
print(f"elastic difference fraction = {aniso:.1f}")
print(f"driving pressure = {pressure/1e6:.4f} MPa")
print(f"bending by that pressure: {deg(pressure_turn):.2f} deg")
print(f"thermal junction motion = {rms*1e9:.3f} nm rms")
print(f"thermal angle change: {deg(rms/length):.3f} deg")
print(f"boundary curvature radius = {curve_radius*1e9:.0f} nm")
for s in (trace, length):
    print(f"tracing {s*1e9:.0f} nm: error up to "
          f"{deg(2*trace_error(s)):.2f} deg for two boundaries")
print("PASS")
```

Running it gives:

```
INPUTS (rough or assumed)
boundary energy gamma0 = 1.00 J/m^2
  the same = 6.24 eV/nm^2
torque ratio q of boundary 1 = 0.20
torque of boundary 1 = 0.20 J/m^2 per rad
boundary length = 250 nm
scale thickness = 2000 nm
temperature = 1400 K
CASE A: equal energies at equilibrium
capillary vector 1: length = 1.0198 gamma0
capillary vector 1: turned by 11.31 deg
Theta12 = 120.66 deg, theta12 = 131.97 deg
Theta23 = 118.69 deg, theta23 = 118.69 deg
Theta31 = 120.66 deg, theta31 = 109.35 deg
first-order theta12, 23, 31 = 131.46 120.00 108.54 deg
apparent gamma1/gamma3 = 1.180
apparent gamma2/gamma3 = 1.269
CASE B: equal energies at 120 deg, then released
starting force x, y = 0.000, 0.200 J/m^2
junction shift x = -3.30 nm
junction shift y = 33.07 nm
final direction of boundary 1 = -7.44 deg
final gamma1 = 0.9743 J/m^2
final torque 1 = 0.1933 J/m^2 per rad
final theta12, 23, 31 = 131.00 120.44 108.56 deg
energy released = 3.31 nJ/m of line
ANGLES FOR OTHER TORQUES (equal energies)
q=0.05: theta12, 23, 31 = 122.90 119.92 117.18 deg
q=0.10: theta12, 23, 31 = 125.88 119.67 114.45 deg
q=0.30: theta12, 23, 31 = 138.17 117.06 104.77 deg
all q=0.20: 120.00 120.00 120.00 deg
NEGLECTED EFFECTS (rough inputs, angle changes)
drag of 0.02 gamma0: 1.34 deg
line energy 1.0 nJ/m, radius 1000 nm: 0.067 deg
stress = 0.3 GPa, Young modulus = 350 GPa
elastic difference fraction = 0.2
driving pressure = 0.0257 MPa
bending by that pressure: 0.37 deg
thermal junction motion = 0.043 nm rms
thermal angle change: 0.010 deg
boundary curvature radius = 1000 nm
tracing 20 nm: error up to 1.15 deg for two boundaries
tracing 250 nm: error up to 14.32 deg for two boundaries
PASS
```
